# Exact discrete transparent boundaries for Crank-Nicolson on a tight-binding lead: a program that tests the result

```python
"""Exact transparent boundary for Crank-Nicolson on a tight-binding lead.

Result under test: if the lead is empty at t = 0, the midpoint amplitudes
phi^n = (psi^(n+1) + psi^n)/2 on the last device site N and on the first lead
site N+1 obey  phi_(N+1)^n = sum_k lambda_k phi_N^(n-k)  exactly.
The lead has on-site energy eps and hopping -HOP; dt is the time step.
lambda(x) = sum_k lambda_k x^k is the root inside the unit disc of
lambda + 1/lambda = (eps - E)/HOP,  E = (2 i hbar/dt)(1 - x)/(1 + x).
Its coefficients come from a three-term recursion for a square root S(x).
Energies are in eV, times in fs, positions in lattice sites.
"""
import numpy as np
from scipy import constants
from scipy.linalg import solve_banded
from scipy.special import j1

HBAR = constants.hbar / constants.e * 1e15
HOP, EPS, DT = 1.0, 0.5, 0.1
N_DEV, PAD, STEPS = 80, 160, 600
START, WIDTH, K0 = 40, 4.0, 1.2
T_MEASURE = 32.0
N_LONG = 40000


def root_series(eps, dt, count):
    """Coefficients of P(x) and of S(x) = sqrt(P^2 - 4(1+x)^2)."""
    p = eps / HOP - 2j * HBAR / (HOP * dt)
    q0, q1 = p * p - 4, 2 * abs(p) ** 2 - 8
    q2 = np.conj(q0)
    s = np.zeros(count, complex)
    s[0] = np.sqrt(q0)
    if abs((p - s[0]) / 2) > 1:
        s[0] = -s[0]
    s[1] = q1 * s[0] / (2 * q0)
    for n in range(1, count - 1):
        s[n + 1] = -(q1 * (n - 0.5) * s[n]
                     + q2 * (n - 2) * s[n - 1]) / (q0 * (n + 1))
    return p, s


def memory(eps, dt, count):
    """Memory coefficients lambda_0 ... lambda_(count-1)."""
    p, s = root_series(eps, dt, count)
    mu = -s / 2
    mu[0] += p / 2
    mu[1] += np.conj(p) / 2
    lam = np.zeros(count, complex)
    lam[0] = mu[0]
    for n in range(1, count):
        lam[n] = mu[n] - lam[n - 1]
    return lam


def sampled_kernel(eps, dt, count):
    """Continuous-time lead kernel sampled with the trapezoidal rule."""
    k = np.arange(1, count)
    y = HOP * k * dt / HBAR
    w = np.zeros(count, complex)
    w[0] = 0.5j * HOP * dt / HBAR
    w[1:] = (1j * HOP * dt / HBAR * j1(2 * y) / y
             * np.exp(-1j * eps * k * dt / HBAR))
    return w


def propagate(psi0, levels, dt, steps, kernels=None):
    """Crank-Nicolson; kernels=(left, right), or None for closed ends."""
    c = 2j * HBAR / dt
    psi = np.array(psi0, complex)
    history = np.empty((steps + 1, len(psi)), complex)
    history[0] = psi
    edge = np.zeros((2, steps), complex)
    outflow = np.zeros(2)
    band = np.full((3, len(psi)), HOP, complex)
    for m in range(steps):
        diagonal = c - levels((m + 0.5) * dt)
        rhs = c * psi
        past = [0j, 0j]
        if kernels is not None:
            for side, site in ((0, 0), (1, -1)):
                ker = kernels[side]
                past[side] = ker[1:m + 1] @ edge[side, :m][::-1]
                diagonal[site] += HOP * ker[0]
                rhs[site] -= HOP * past[side]
        band[1] = diagonal
        phi = solve_banded((1, 1), band, rhs)
        if kernels is not None:
            for side, site in ((0, 0), (1, -1)):
                outer = kernels[side][0] * phi[site] + past[side]
                edge[side, m] = phi[site]
                outflow[side] += (2 * HOP * dt / HBAR
                                  * (np.conj(phi[site]) * outer).imag)
        psi = 2 * phi - psi
        history[m + 1] = psi
    return history, outflow


def padded(psi):
    return np.concatenate([np.zeros(PAD), psi, np.zeros(PAD)])


def flat(size):
    return lambda t: np.full(size, EPS)


def probability(psi):
    return float(np.sum(np.abs(psi) ** 2))


def mean_reflection(kernel, dt):
    """Packet average of |r|^2 for a boundary that uses this kernel."""
    k = np.linspace(K0 - 0.7, K0 + 0.7, 57)
    weight = np.exp(-2 * WIDTH ** 2 * (k - K0) ** 2)
    energy = EPS - 2 * HOP * np.cos(k)
    phase = 2 * np.arctan(energy * dt / (2 * HBAR))
    order = np.arange(len(kernel))
    lam = np.array([np.exp(1j * a * order) @ kernel for a in phase])
    r = (np.exp(1j * k) - lam) / (lam - np.exp(-1j * k))
    return float(np.sum(weight * np.abs(r) ** 2) / np.sum(weight))


inner = slice(PAD, PAD + N_DEV)
full_size = N_DEV + 2 * PAD
lam_long = memory(EPS, DT, N_LONG)
lam = lam_long[:STEPS]

# Coefficients against the impulse response of an explicit lead.
c = 2j * HBAR / DT
lead_size = 200
lead_band = np.full((3, lead_size), HOP, complex)
lead_band[1] = c - EPS
lead_psi = np.zeros(lead_size, complex)
response = np.zeros(STEPS, complex)
for m in range(STEPS):
    rhs = c * lead_psi
    if m == 0:
        rhs[0] -= HOP
    lead_phi = solve_banded((1, 1), lead_band, rhs)
    response[m] = lead_phi[0]
    lead_psi = 2 * lead_phi - lead_psi
coefficient_error = np.max(np.abs(response - lam))
assert coefficient_error < 1e-11

# Decay law of the memory from the two band-edge branch points.
tau = np.array([EPS - 2 * HOP, EPS + 2 * HOP]) * DT / (2 * HBAR)
envelope = np.sum(np.sqrt(HBAR * (1 + tau ** 2) / (HOP * DT))
                  / (2 * np.sqrt(np.pi)))
window = np.arange(1000, 2000)
envelope_found = np.max(window ** 1.5 * np.abs(lam_long[window]))
assert abs(envelope_found / envelope - 1) < 0.01

# Continuum limit of one coefficient at a fixed delay of 5 fs.
limit_error = []
for dt in (0.02, 0.01):
    n = round(5.0 / dt)
    gap = memory(EPS, dt, n + 1)[n] - sampled_kernel(EPS, dt, n + 1)[n]
    limit_error.append(abs(gap) / dt)
limit_ratio = limit_error[0] / limit_error[1]
assert 3.8 < limit_ratio < 4.2

# Outgoing packet against a long explicit chain.
site = np.arange(1, N_DEV + 1)
packet = np.exp(-(site - START) ** 2 / (4 * WIDTH ** 2) + 1j * K0 * site)
packet /= np.sqrt(probability(packet))
reference, _ = propagate(padded(packet), flat(full_size), DT, STEPS)
opened, outflow = propagate(packet, flat(N_DEV), DT, STEPS, (lam, lam))
packet_error = np.max(np.abs(opened - reference[:, inner]))
remaining = probability(opened[-1])
assert packet_error < 1e-11
assert remaining < 1e-10
right_lead = probability(reference[-1, PAD + N_DEV:])
assert abs(outflow[1] - right_lead) < 1e-10

# A particle that starts on the boundary site itself.
corner = np.zeros(N_DEV, complex)
corner[-1] = 1
corner_ref, _ = propagate(padded(corner), flat(full_size), DT, STEPS)
corner_open, _ = propagate(corner, flat(N_DEV), DT, STEPS, (lam, lam))
corner_error = np.max(np.abs(corner_open - corner_ref[:, inner]))
assert corner_error < 1e-11

# Reflected probability of imperfect boundaries at the measuring time.
m_measure = round(T_MEASURE / DT)


def reflected(kernel):
    run, _ = propagate(packet, flat(N_DEV), DT, m_measure, (kernel, kernel))
    return probability(run[-1] - reference[m_measure, inner])


exact_reflection = reflected(lam)
wall_reflection = reflected(np.zeros(STEPS, complex))
CUT = 50
cut_kernel = lam.copy()
cut_kernel[CUT:] = 0
cut_reflection = reflected(cut_kernel)
cut_predicted = mean_reflection(cut_kernel[:CUT], DT)
sampled_long = sampled_kernel(EPS, DT, N_LONG)
sampled_reflection = reflected(sampled_long[:STEPS])
sampled_predicted = mean_reflection(sampled_long, DT)
exact_predicted = mean_reflection(lam_long, DT)
assert exact_reflection < 1e-22
assert abs(wall_reflection - 1) < 1e-3
assert abs(cut_reflection / cut_predicted - 1) < 0.05
assert abs(sampled_reflection / sampled_predicted - 1) < 0.05
assert exact_predicted < 1e-9

# Half the time step: order of the sampled kernel and of the propagation.
half = DT / 2
ref_half, _ = propagate(padded(packet), flat(full_size), half, 2 * m_measure)
ker_half = sampled_kernel(EPS, half, 2 * m_measure)
run_half, _ = propagate(packet, flat(N_DEV), half, 2 * m_measure,
                        (ker_half, ker_half))
sampled_half = probability(run_half[-1] - ref_half[-1, inner])
sampled_ratio = sampled_reflection / sampled_half
assert 14.5 < sampled_ratio < 17.5
hamiltonian = (EPS * np.eye(full_size) - HOP * np.eye(full_size, k=1)
               - HOP * np.eye(full_size, k=-1))
values, vectors = np.linalg.eigh(hamiltonian)
evolved = vectors @ (np.exp(-1j * values * T_MEASURE / HBAR)
                     * (vectors.T @ padded(packet)))
step_error = np.linalg.norm(reference[m_measure] - evolved)
step_error_half = np.linalg.norm(ref_half[-1] - evolved)
assert 3.8 < step_error / step_error_half < 4.2

# Driven barrier between unequal leads.
EPS_RIGHT, BARRIER, SWING, QUANTUM = 0.8, 1.0, 0.5, 0.5
base = np.where(site < 60, EPS, EPS_RIGHT)
in_barrier = (site >= 60) & (site <= 62)


def driven(t):
    height = BARRIER + SWING * np.sin(QUANTUM * t / HBAR)
    return base + height * in_barrier


def driven_full(t):
    return np.concatenate([np.full(PAD, EPS), driven(t),
                           np.full(PAD, EPS_RIGHT)])


lam_right = memory(EPS_RIGHT, DT, STEPS)
driven_ref, _ = propagate(padded(packet), driven_full, DT, STEPS)
driven_open, driven_flow = propagate(packet, driven, DT, STEPS,
                                     (lam, lam_right))
driven_error = np.max(np.abs(driven_open - driven_ref[:, inner]))
counted_left = probability(driven_ref[-1, :PAD])
counted_right = probability(driven_ref[-1, PAD + N_DEV:])
assert driven_error < 1e-11
assert abs(driven_flow[0] - counted_left) < 1e-10
assert abs(driven_flow[1] - counted_right) < 1e-10

p, s = root_series(EPS, DT, 4)
speed = 2 * HOP * np.sin(K0) / HBAR
print(f"hopping J = {HOP:.1f} eV, on-site energy = {EPS:.1f} eV")
print(f"time step = {DT:.2f} fs, J dt/hbar = {HOP * DT / HBAR:.5f}")
print(f"device sites = {N_DEV}, explicit lead sites per side = {PAD}")
print(f"packet: start site {START}, width {WIDTH:.1f} sites, k {K0:.1f} rad/site")
print(f"packet carrier energy = {EPS - 2 * HOP * np.cos(K0):.4f} eV")
print(f"packet group speed = {speed:.4f} sites/fs")
print(f"time to reach last site = {(N_DEV - START) / speed:.2f} fs")
print(f"p = {p:.6f} (dimensionless)")
print(f"q0 = {p * p - 4:.5f}, q1 = {2 * abs(p) ** 2 - 8:.5f}")
for n in range(3):
    print(f"s_{n} = {s[n]:.7f}")
for n in (0, 1, 2, 3, 10, 100, 500):
    print(f"lambda_{n} = {lam[n]:.7f}, modulus {abs(lam[n]):.3e}")
print(f"max coefficient error vs explicit lead = {coefficient_error:.1e}")
print(f"k^1.5 envelope: derived {envelope:.4f}, found {envelope_found:.4f}")
print(f"continuum-limit error ratio on halving dt = {limit_ratio:.3f}")
print(f"total time = {STEPS * DT:.1f} fs, steps = {STEPS}")
print(f"packet: max amplitude error vs long chain = {packet_error:.1e}")
print(f"packet: probability left in device = {remaining:.2e}")
print(f"packet: right outflow = {outflow[1]:.10f}")
print(f"boundary-site start: max amplitude error = {corner_error:.1e}")
print(f"reflection measured at {T_MEASURE:.1f} fs (probability):")
print(f"  exact memory = {exact_reflection:.1e}")
print(f"  hard wall = {wall_reflection:.6f}")
print(f"  memory cut to {CUT} terms ({CUT * DT:.1f} fs) = {cut_reflection:.4e}")
print(f"  cut memory, from r(k) = {cut_predicted:.4e}")
print(f"  sampled continuous kernel = {sampled_reflection:.4e}")
print(f"  sampled kernel, from r(k) = {sampled_predicted:.4e}")
print(f"  sampled kernel at dt/2 = {sampled_half:.4e}, ratio {sampled_ratio:.2f}")
print(f"Crank-Nicolson state error (norm) at dt = {step_error:.4e}")
print(f"Crank-Nicolson state error (norm) at dt/2 = {step_error_half:.4e}")
print(f"driven run: right lead energy = {EPS_RIGHT:.1f} eV, barrier sites 60-62")
print(f"driven run: barrier {BARRIER:.1f} eV, swing {SWING:.1f} eV, "
      f"quantum {QUANTUM:.1f} eV")
print(f"driven run: max amplitude error = {driven_error:.1e}")
print(f"driven run: outflow left {driven_flow[0]:.6f}, right {driven_flow[1]:.6f}")
print(f"driven run: counted left {counted_left:.6f}, right {counted_right:.6f}")
print(f"driven run: left in device = {probability(driven_open[-1]):.3e}")
print("OK")
```

Printed output:

```
hopping J = 1.0 eV, on-site energy = 0.5 eV
time step = 0.10 fs, J dt/hbar = 0.15193
device sites = 80, explicit lead sites per side = 160
packet: start site 40, width 4.0 sites, k 1.2 rad/site
packet carrier energy = -0.2247 eV
packet group speed = 2.8320 sites/fs
time to reach last site = 14.12 fs
p = 0.500000-13.164239j (dimensionless)
q0 = -177.04719-13.16424j, q1 = 339.09438
s_0 = 0.4943354-13.3150877j
s_1 = 0.4720914+12.7159374j
s_2 = -0.0651110-0.5824455j
lambda_0 = 0.0028323+0.0754243j, modulus 7.548e-02
lambda_1 = 0.0111220+0.1487266j, modulus 1.491e-01
lambda_2 = 0.0214335+0.1424961j, modulus 1.441e-01
lambda_3 = 0.0301939+0.1325512j, modulus 1.359e-01
lambda_10 = 0.0227553+0.0244081j, modulus 3.337e-02
lambda_100 = -0.0011634-0.0005406j, modulus 1.283e-03
lambda_500 = 0.0000616-0.0000927j, modulus 1.113e-04
max coefficient error vs explicit lead = 3.4e-15
k^1.5 envelope: derived 1.4651, found 1.4651
continuum-limit error ratio on halving dt = 3.995
total time = 60.0 fs, steps = 600
packet: max amplitude error vs long chain = 1.1e-15
packet: probability left in device = 8.62e-15
packet: right outflow = 1.0000000000
boundary-site start: max amplitude error = 9.8e-15
reflection measured at 32.0 fs (probability):
  exact memory = 5.0e-30
  hard wall = 1.000000
  memory cut to 50 terms (5.0 fs) = 1.3131e-05
  cut memory, from r(k) = 1.3131e-05
  sampled continuous kernel = 7.2889e-07
  sampled kernel, from r(k) = 7.2882e-07
  sampled kernel at dt/2 = 4.5480e-08, ratio 16.03
Crank-Nicolson state error (norm) at dt = 8.7289e-03
Crank-Nicolson state error (norm) at dt/2 = 2.1849e-03
driven run: right lead energy = 0.8 eV, barrier sites 60-62
driven run: barrier 1.0 eV, swing 0.5 eV, quantum 0.5 eV
driven run: max amplitude error = 1.2e-15
driven run: outflow left 0.513668, right 0.486294
driven run: counted left 0.513668, right 0.486294
driven run: left in device = 3.886e-05
OK
```
